Gaussian smearing and false plateaus in the free-electron double-delta Fermi-surface sum

**A step seen through a Gaussian**

Suppose a quantity equals 1 for Δ > 0 and 0 for Δ < 0, and we can only compute it convolved with the Gaussian δσ(x) = exp(−x²/σ²)/(σ√π). The smeared value is

∫₀^∞ dx δσ(x − Δ) = ½ erfc(−Δ/σ) = ½ + Δ/(σ√π) + …

For σ ≪ |Δ| this is the right answer and does not depend on σ. For σ ≫ |Δ| it also hardly depends on σ, but it equals ½, which is wrong on either side of the step. Flatness in σ shows that σ is far from |Δ|; it does not show on which side. The Fermi-surface sum behind the electron-phonon coupling λ contains such a step, and for free electrons its exact value has a closed form.

**The sum and its exact value**

Atomic units are used in the algebra. In the numbers, q², Δ, k_F h and the like are energies, with ħ²/m understood. Take one phonon mode of frequency ω_q, matrix element g, cell volume Ω, an N×N×N mesh of step h = 2π/(Na), and N_F the density of states per spin and cell. In the double-delta approximation, which neglects ω_q in the electronic energy conservation,

ξ(q) = N⁻³ Σ_k δ(ε_k − E_F) δ(ε_{k+q} − E_F),

α²F(ω) = (1/N_F) ⟨|g|² ξ(q) δ(ω − ω_q)⟩_q,

for |g|² independent of k. The definition λ = 2∫dω α²F(ω)/ω then gives

λ = ⟨λ_q⟩_q, λ_q = 2|g|² ξ(q)/(N_F ω_q).

The band is ε_k = k²/2 in the extended zone, with E_F = k_F²/2 held fixed and N_F = Ωk_F/(2π²). The vector q may leave the first zone; the band sums of a periodic calculation add the same function at each q + G, so ⟨…⟩_q means Ω∫d³q/(2π)³ over all space. Likewise N⁻³Σ_k → Ω∫d³k/(2π)³.

Set p = k + q/2 and Δ = k_F² − q²/4. Expanding |p ∓ q/2|²/2 gives

a = ε_k − E_F = (p² − Δ)/2 − p·q/2,

b = ε_{k+q} − E_F = (p² − Δ)/2 + p·q/2,

so a + b = p² − Δ and b − a = p·q. Use cylindrical coordinates with z along q and u = ρ², so that d³p = π du dz after the azimuthal integral. Since δ(a)δ(b) = δ(a)δ(b − a), the factor δ(qz) gives 1/q and sets z = 0, where a = (u − Δ)/2:

∫d³p δ(a)δ(b) = (π/q) ∫₀^∞ du δ((u − Δ)/2) = (2π/q) θ(Δ).

Hence ξ(q) = Ω/(4π²q) for q < 2k_F and zero beyond. The two Fermi spheres cut in a ring of radius √Δ, which shrinks to a point at q = 2k_F while its weight stays finite. Define

P = ξ / [Ω/(4π²q)], exactly P = θ(Δ).

**The naive scheme: Gaussians and a plateau**

A mesh sum of delta functions is zero or infinite, so each δ is replaced by δσ. The naive rule is to take the value from the range where P is flat in σ. Two errors enter, one from σ and one from h.

The smearing error is that of the continuum integral. With a² + b² = ½[(a+b)² + (b−a)²],

δσ(a)δσ(b) = (πσ²)⁻¹ exp[−(u + z² − Δ)²/(2σ²)] exp[−q²z²/(2σ²)].

The substitution t = (u + z² − Δ)/(√2σ) gives ∫₀^∞ du exp[…] = σ√(π/2) erfc[(z² − Δ)/(√2σ)]. Multiplying by π(πσ²)⁻¹, and by q/(2π) to form P, the prefactor is (q/2πσ)√(π/2) = ½ · q/(σ√(2π)). The factor q/(σ√(2π)) normalises the Gaussian in z, so

P_σ = ⟨½ erfc[(z² − Δ)/(√2σ)]⟩, z normal with variance σ²/q².

Three regimes follow.

Interior. If σ ≪ Δ and σ/q ≪ √Δ, the argument of erfc is large and negative for all likely z, and P_σ = 1 up to exponentially small terms. This plateau is correct.

Small q. For σ ≪ Δ and q ≪ 2√Δ the erfc falls over a width σ/(2√Δ) in z, much less than the width σ/q of the distribution. It acts as a step, and P_σ is the probability that |z| < √Δ:

P_σ ≈ erf[q√Δ/(√2σ)].

As q → 0 at fixed σ, erf(y) ≈ 2y/√π gives P_σ → √(2/π) qk_F/σ and ξ → N_F/(σ√(2π)), finite, while the exact ξ diverges as 1/q. For P the limits q → 0 and σ → 0 do not commute: σ → 0 first gives 1, q → 0 first gives 0.

Edge. For |Δ| ≪ σ ≪ q², x = (z² − Δ)/σ is small, because z²/σ is of order σ/q². With ½erfc(x/√2) = ½ − x/√(2π) + O(x³) and ⟨z²⟩ = σ²/q²,

P_σ ≈ ½ + (Δ/σ − σ/q²)/√(2π).

This is the smeared step of the opening, with √2σ in place of σ and a slow drift added. Within this regime, for Δ > 0, the slope dP/d ln σ = −(Δ/σ + σ/q²)/√(2π) is smallest in size at σ = q√Δ, where it is 2√Δ/(q√(2π)). For Δ < 0, setting |Δ|/σ² − 1/q² = 0 gives a true maximum,

σ* = q√|Δ|, P(σ*) = ½ − 2√|Δ|/(q√(2π)),

where the exact value is zero.

The mesh error follows from Poisson summation, h³Σ_n f(hn) = Σ_R f̂(R) with R = (2π/h)m and m integer; R = 0 is the continuum integral. For a ring thick enough to be smooth but thin against its radius, linearise p² − Δ ≈ 2√Δ δρ. The profile is then Gaussian with widths σ/(2√Δ) radially and σ/q along z, both at least σ/(2k_F). A Gaussian of width w damps f̂ by exp(−R²w²/2), so with |R| ≥ 2π/h the aliasing terms carry, at this order, a factor no larger than

exp[−π²σ²/(2k_F²h²)].

So σ ≳ k_F h suffices. It is not necessary: on a coarse mesh, when both widths are well below h, the sum samples only a few scattered points, but when the in-plane width spans several steps only R nearly parallel to q escape the damping, and the sum can converge at smaller σ. The correct plateau is assured only in the window

k_F h ≲ σ ≪ min(Δ, q√Δ).

The mesh pushes σ up. Near 2k_F the upper limit Δ collapses, and for q = h on the same mesh q√Δ ≈ k_F h leaves no assured window at any N. Since the lower bound is only sufficient, this does not exclude that the sum comes close to the exact value at a smaller σ.

**The model and the false plateau**

Take round parameters: simple cubic, a = 3.00 Å, one electron per cell, g = 0.15 eV, ω = 20 meV. Then k_F = 1.03122 Å⁻¹, E_F = 4.0516 eV (0.14889 Ha), N_F = 0.18511 eV⁻¹. Phonon vectors come from a 16³ mesh with h₁₆ = 0.13090 Å⁻¹, h₁₆² = 0.13057 eV and k_F/h₁₆ = 7.87796. The numerical check supplies the parameters, the mesh sums and the quadratures; the remaining numbers follow from the formulas given with them.

For twelve interior q, the mesh N = 64 (k_F h = 0.2571 eV) gives max|P − 1| = 9.9×10⁻⁵ at σ = 0.3 eV and 2.9×10⁻¹⁰ at 0.5 eV, which tests the 1/q law directly. On N = 16 the rms difference in P between mesh and smeared continuum is 0.79 at σ = 0.15 k_F h and 5.5×10⁻⁴ at σ = k_F h = 1.029 eV. At q = h₁₆, where q√Δ = 1.0265 eV, the mesh N = 64 gives 0.9994, 0.9594 and 0.8563 for σ = 0.3, 0.5 and 0.7 eV, against 0.9994, 0.9599 and 0.8575 from the erf law. This error announces itself by a drift.

Now take q₋ = (14,6,4)h₁₆ and q₊ = (14,7,2)h₁₆, with q²/4 = 62 h₁₆² and 62.25 h₁₆². Since 7.87796² = 62.0623, Δ₋ = 0.0623 × 0.13057 eV = 8.13 meV and Δ₊ = −0.1877 × 0.13057 eV = −24.5 meV. The exact P is 1 and 0. The edge formula at σ = 0.5 eV, with q² = 32.38 and 32.51 eV and √(2π) = 2.5066, gives

P₋ = 0.5 + (0.01626 − 0.01544)/2.5066 = 0.5003,

P₊ = 0.5 − (0.04903 + 0.01538)/2.5066 = 0.4743,

and the N = 64 sums give the same four digits. Between 0.3 and 0.7 eV, P₋ has mean 0.5009 and spread (maximum minus minimum, over the mean) 2.22 %, and P₊ has mean 0.4725 and spread 2.90 %. The mesh sums match the continuum formula within 10⁻³ from 0.2 eV up, so refining the k mesh changes nothing. That they converge somewhat below k_F h is no contradiction: that condition is only sufficient. Here the ring has become a blob of radius about √σ, several steps wide, which damps every R with a sizeable in-plane part, and the directions (7,3,2) and (14,7,2) have no short R parallel to them. For q along a cube axis the width σ/q ≈ σ/(2k_F) acts alone, and the pair ±R gives a relative error of about twice the factor above: for q = (63,0,0)h on N = 64 it is 10 % at σ = 0.2 eV and 1.5 % at σ = k_F h. For q₊, σ* = √(32.51 × 0.024513) = 0.893 eV and P(σ*) = 0.5 − 2 × 0.02746/2.5066 = 0.4781; the mesh sum peaks at 0.895 eV with 0.4781.

The coupling inherits the error. From ξ = N_F/(2k_F q) and k_F q = √(2 × 4.0516 × 32.38) = 16.198 eV, ξ(q₋) = 0.18511/32.396 = 0.005714 eV⁻² (4.231 Ha⁻²). Then λ_q = 2 × 0.0225 × 0.005714/(0.18511 × 0.020) = 0.0695, while the plateau gives 0.0347. At q₊ it gives 0.0329 in place of zero. These are contributions of single vectors in the extended zone. A periodic calculation adds all q + G, and the error is diluted. For q₋ the terms inside 2k_F have |q + G|²/h₁₆² = 56, 120, 184, 248 and 248; the plateau halves only the last two, and since each term goes as 1/|q + G| the sum loses about 15 %. For q₊ the true terms are 57 and 89, and the plateau adds nearly half of two terms at 249, an excess of about a quarter. With σ = 3 meV, below both |Δ|, on N = 1024, the Gaussian sum returns P₋ = 0.9967 and P₊ of order 10⁻¹⁶. This σ is well below k_F h ≈ 16 meV; the sum converges because the radial width σ/(2√Δ₋) is about three steps and q again points along a high-index direction.

"Exact" here refers to the double-delta sum. At zero temperature the unapproximated weight [θ(−a) − θ(−b)] δ(b − a − ω)/ω fixes z = ω/q and, neglecting z² = ω²/q², requires Δ − ω < u < Δ + ω. The allowed length of u ≥ 0, divided by 2ω, turns the step into the ramp P = (Δ + ω)/(2ω) for |Δ| < ω, which is 0.70 at q₋ and still zero at q₊. The physical edge has a width of order ω, far below the σ of the plateau.

**Why the total λ hides it**

Changing variable from q to k′ = k + q factorises the q integral:

Ω∫d³q ξσ(q)/(2π)³ = Nσ², Nσ = N_F ∫dε √(ε/E_F) δσ(ε − E_F).

With x = ε − E_F, √(1 + x/E_F) = 1 + x/(2E_F) − x²/(8E_F²) + …, ⟨x⟩ = 0 and ⟨x²⟩ = σ²/2, so Nσ ≈ N_F[1 − σ²/(16E_F²)] for σ ≪ E_F. For constant |g|²/ω, with the unsmeared N_F in the denominator,

λσ = (2|g|²N_F/ω)[1 − σ²/(8E_F²)].

Here λ = 2 × 0.0225 × 0.18511/0.020 = 0.4165. At σ = 0.5 eV the bracket is 1 − 0.25/131.3 = 0.9981; quadrature of P_σ over q gives 0.99808. Smearing moves weight between q vectors and nearly conserves the sum, so a flat total certifies nothing about a single λ_q. When |g|²/ω varies with q on the scale of the redistribution, the factorisation fails and the total is no longer protected.

**Removing σ: one tetrahedron**

The fault lies in a width imposed on the energy. The cure is to interpolate the bands and do the delta integrals exactly. Split each mesh cube into six tetrahedra of volume V_T = h³/6 along the paths 000 → e_i → e_i + e_j → 111. Inside one, k = Σ x_i k_i with barycentric x₁…x₄, x₁ = 1 − x₂ − x₃ − x₄, and d³k = 6V_T d³x for x = (x₂, x₃, x₄). Let a and b be linear with corner values a_i, b_i, and gradients A = (a₂−a₁, a₃−a₁, a₄−a₁) and B likewise. Put t = A×B and s = t·x/|t|². The map x → (a, b, s) has rows A, B, t/|t|² and determinant t·(A×B)/|t|² = 1, so d³x = da db ds and

∫_T d³k δ(a)δ(b) = 6V_T (s_max − s_min)

along the line x = x₀ + st on which a = b = 0. The point with s = 0 is

x₀ = −[a₁ (B×t) + b₁ (t×A)]/|t|².

Indeed A·(B×t) = B·(t×A) = |t|² and A·(t×A) = B·(B×t) = 0, so A·x₀ = −a₁ and B·x₀ = −b₁. Each barycentric coordinate is c_j + m_j s ≥ 0. Then s_min is the largest −c_j/m_j with m_j > 0, s_max the smallest with m_j < 0, and the weight is zero if s_max < s_min or if m_j = 0 with c_j < 0. Since 6V_T = h³ and Ωh³/(2π)³ = N⁻³, ξ = N⁻³Σ_T(s_max − s_min).

Two degenerate cases need a rule. For q = (4,0,0)h the plane p·q = 0 consists of faces, each shared by two tetrahedra, and rounding would decide whether the line counts zero, one or two times. Averaging the results for b + η and b − η, with η = 10⁻⁷hq, counts each side with weight ½. If t = 0 the two planes are parallel, distinct after the shift, and the routine assigns weight zero. This is right except at the single E_F at which the unshifted planes coincide, where the interpolated integrand has a delta spike in E_F that the rule drops; the case n = 3 below is an example. The routine is tested against the mixed second difference of the clipped polytope volume.

**What linear interpolation gets wrong**

Both schemes below reproduce linear functions, so b − a = p·q is exact and only β = ε̃ − ε, the interpolation error of the band, matters. With l_ij = |k_i − k_j| and Σx_i = 1,

Σ_{i<j} x_i x_j l_ij² = ½Σ_{ij} x_i x_j (k_i² + k_j² − 2k_i·k_j) = Σ_i x_i k_i² − k²,

β_lin = ½ Σ_{i<j} l_ij² x_i x_j ≥ 0.

Averages over a tetrahedron follow from applying ∫₀^c x^m (c−x)^n dx = m! n! c^{m+n+1}/(m+n+1)! three times:

⟨Π x_i^{α_i}⟩ = 3! Π α_i! / (3 + Σα_i)!.

So ⟨x_i x_j⟩ = (1 + δ_ij)/20. The squared edges are (1,1,1,2,2,3)h², summing to 10h², and ⟨β_lin⟩ = ½ × 10h²/20 = h²/4.

The effect on P is geometric. The factor δ(p·q) gives 1/q and leaves ∫d²p δ(ε̃ − E) = dS/dE, with S the area of the plane on which ε̃ < E, so P = (1/2π) dS/dE. At fixed q, dΔ = 2dE and ∫^Δ P dΔ′ = S/π. On the plane ε = ρ²/2 + q²/8, so the boundary is ρ² = Δ − 2β, and S = ∮dφ ρ²/2 gives, to first order in β,

∫^Δ P dΔ′ = Δ − 2⟨β⟩_ring.

For a ring several steps wide in a plane of general orientation, the ring average approaches the cell average. For such rings linear tetrahedra therefore replace Δ on average by Δ − h²/2: the integral of P is that of a step displaced to Δ = +h²/2, although P itself, being constant there, does not show the shift. The actual onset is a different matter, because there the ring is smaller than a mesh step. It depends on where the centre k = −q/2 lies in the mesh. For q on the mesh each coordinate of the centre is an integer or half-integer multiple of h, and each half-integer one adds h²/8 to β_lin (by the formula for β_lin given below). The centre is also where ε_lin is lowest on the plane. Indeed ε_lin is a sum of convex functions of one coordinate each, and in each coordinate the straight line of slope −q_i/2 through the value at the centre lies nowhere above the function; on the plane these three lines add up to a constant. So P_lin starts at Δ = nh²/4, with n = 0 to 3 the number of odd components of q/h. For n = 2 the minimum is taken along a segment, and P_lin jumps to a finite value at onset. For n = 3, ε_lin is constant on the whole section of the central cube, so S jumps by the area of that section and P_lin has a delta spike at Δ = 3h²/4, of weight about 0.38h² for q = (13,7,5)h. There t = 0, and the line-integral routine returns P without the spike.

**The optimised corners**

The optimised tetrahedron method keeps the line integral and changes the corner values. It passes a cubic through 20 mesh points and replaces it by the best linear fit over the tetrahedron. The points are the four corners, the twelve points 2k_i − k_j, and the four points k_{i−1} − k_i + k_{i+1} with cyclic indices; all are integer combinations with coefficient sum 1, hence on the mesh.

The cubic is unique. Write it as a homogeneous cubic in x₁…x₄, with 20 coefficients, and let it vanish at all points. The line through k_i and k_j holds four of them, so the cubic vanishes on it, which kills the 16 monomials with at most two distinct variables. Four terms x_i x_j x_k remain. At k₄ − k₁ + k₂, with x = (−1,1,0,1), only x₁x₂x₄ is nonzero, so its coefficient vanishes; the other three go alike.

Minimising ⟨(f − Σc_i x_i)²⟩ gives Σ_j⟨x_i x_j⟩c_j = ⟨x_i f⟩. With J the 4×4 matrix of ones and J² = 4J, (1 + J)(1 − J/5) = 1, so

c_i = 20[⟨x_i f⟩ − (1/5)Σ_j⟨x_j f⟩].

Interpolation followed by this fit is a fixed 4×20 matrix, built once from the moments. Its first row, printed in units of 1/1260, sums to 1260, so constants are preserved. It is tested against a quadrature fit of a random cubic.

For the parabola the cubic is ε itself, ε = ε_lin − β_lin, so only x_i x_j needs fitting. For f = x₁x₂: ⟨x₁f⟩ = ⟨x₂f⟩ = 6·2/720 = 1/60, ⟨x₃f⟩ = ⟨x₄f⟩ = 6/720 = 1/120, the sum is 1/20, and c = 20(1/60 − 1/100) = 2/15 at the ends of the edge and 20(1/120 − 1/100) = −1/30 at the other corners. Therefore

ε̃_i = ε_i − ½[(2/15) Σ_{edges at i} l² − (1/30) Σ_{other edges} l²].

An end of the cube diagonal has edges 1, 2, 3 and others summing to 4: ½(12/15 − 4/30)h² = h²/3. A middle corner has 1, 1, 2 and others summing to 6: ½(8/15 − 6/30)h² = h²/6. The mean lowering is h²/4, so ⟨β_opt⟩ = 0 and the mean shift found for large rings in planes of general orientation vanishes. For low-index directions of q the average over the plane differs from that over the cell, and a shift of ∫P remains: +h²/9 or −h²/18 along a cube axis, for q/h even or odd, and 0.03 to 0.06h² in size along a face diagonal. The price is that a mesh point gets different energies in different tetrahedra, so ε̃ jumps across the faces between neighbouring mesh cubes. Integrating P up to Δ = 9h² for six random directions with q = 12h gives mean shifts of −0.505h² (linear) and −0.001h² (optimised); single directions scatter by 0.02 to 0.03h², so these means are good to about 0.01h².

Beyond the edge there are strict statements. For Δ < 0, ε ≥ E_F + |Δ|/2 on the plane. Since ε_lin ≥ ε, P_lin = 0 on any mesh. Since ε̃_opt ≥ ε_lin − h²/3 ≥ ε − h²/3, P_opt = 0 once |Δ|/(2h²) > 1/3. At q₊ this ratio is 0.3755 on N = 32 and both schemes give zero. On N = 16 it is 0.0939, and the optimised scheme gives 0.3653: there it is worse than the linear one, whose zero comes from a bias of the favourable sign.

In the interior, differentiation gives P − 1 = −2 d⟨β⟩_ring/dΔ with d/dΔ = (1/2r) d/dr and r = √Δ. The function β is periodic on the mesh with Fourier coefficients β_R of order h². The ring average of exp(iR·p) is J₀(R⊥r), with R⊥ the in-plane part of R, so each term contributes a size |β_R| R⊥|J₁(R⊥r)|/r. With |J₁(y)| ~ y^(−1/2) and R⊥ ~ 1/h this is of order (h/r)^(3/2) and oscillates with r/h. For the linear scheme the series converges: at the cube corners each coordinate y, in units of h, obeys y² = y, so β_lin = ½h²Σ y(1−y) over the three axes, whose coefficients fall as n⁻², and the terms fall as n^(−3/2). For the discontinuous β_opt the same power is a conjecture. The rms of P − 1 over the twelve q is 0.0081, 0.0018, 0.0010 (linear) and 0.0062, 0.0018, 0.0008 (optimised) for N = 16, 32, 64. The overall factor near 8 agrees with 4^(3/2), but the two doublings are uneven, and the test asserts only a factor above 2.5. The two schemes are comparable here.

At q₋ the ring radius is 0.2495 h₁₆, that is about ¼, 1, 4 and 16 steps on N = 16, 64, 256, 1024. The linear P is 0.0569, 0.9099, 1.0138, 0.9986 and the optimised P is 0.5679, 0.9786, 1.0158, 0.9981. On N = 16 the ring is too small for the mean shift to apply. Its centre k = −q₋/2 is a mesh point, where β_lin = 0, and in the adjoining cubes ρ²/2 + β_lin = ½hΣ|p_i|. So S is the section of the octahedron Σ|p_i| < Δ/h by the plane normal to (7,3,2), a hexagon with vertices ±(0.3, −0.7, 0), ±(2/9, 0, −7/9), ±(0, 0.4, −0.6) in units of Δ/h and area 1.435Δ²/h². Then P = (1/π) dS/dΔ = 0.913Δ/h² = 0.913 × 0.0623 = 0.0569. On N = 64 the errors relative to the exact value are −9 % and −2 %. They belong to a mesh with a point at the centre of the ring; with the ring only one step in radius, a shifted mesh can give larger errors of either sign. At N = 256 and 1024 the optimised scheme shows no advantage here. Tetrahedra trade the condition σ ≪ |Δ| for h ≪ √|Δ|, or h² < 3|Δ|/2 outside the edge.

**A criterion that does not mislead here**

The order of limits must be imposed: at each σ converge in N, then lower σ and converge again. A plateau counts only if it persists below the energy scale of the feature, here min(|Δ|, q√|Δ|). A false plateau leaves a trace once σ is small enough for the term Δ/(σ√(2π)) to show: from 0.3 to 0.1 eV, P₋ climbs from 0.5071 to 0.5310 and P₊ drops from 0.4638 to 0.4017. A mesh-converged drift that steepens toward small σ means the plateau is the wrong one. The absence of such a drift proves nothing, because for |Δ| far below the smallest σ used the term stays invisible. The check belongs on λ_q, not on the total. Tetrahedra on the same mesh give an independent verdict: on N = 64 the optimised scheme yields 0.9786 and 0 where the Gaussians yield about ½, and it must itself be repeated on finer or shifted meshes, since one value on one mesh gives no sign of its error. A large gap between the linear and optimised values on the same mesh is a warning, but a small gap is no assurance: at q₋ on N = 256 they differ by 0.002 while both are off by more than 0.013.

Calculated quantities

```
a = 3.00 A, Omega = 27.00 A^3, kF = 1.03122 1/A
EF = 4.0516 eV = 0.14889 Ha, NF = 0.18511 1/eV per spin
h16 = 0.13090 1/A, h16^2 = 0.13057 eV, kF/h16 = 7.87796
kF*h: N=16 1.0286 eV, N=64 0.2571 eV
1260*P row 1, points 1-8: 1440 0 30 0 -38 7 17 -28
1260*P row 1, points 9-20: -56 9 -46 9 -38 -28 17 7 -18 -18 12 -18
optimised corner lowering / h^2: 0.3333 0.1667 0.1667 0.3333
interior, Gauss N=64 s=0.3 eV: max|P-1| = 9.9e-05
interior, Gauss N=64 s=0.5 eV: max|P-1| = 2.9e-10
interior, Gauss N=16 s=0.154 eV (0.15 kF h): rms mesh error = 7.9e-01
interior, Gauss N=16 s=1.029 eV (1.0 kF h): rms mesh error = 5.5e-04
interior, tetra N=16: rms|P-1| lin 0.0081, opt 0.0062
interior, tetra N=32: rms|P-1| lin 0.0018, opt 0.0018
interior, tetra N=64: rms|P-1| lin 0.0010, opt 0.0008
edge shift in D / h^2: lin -0.505, opt -0.001
q = h16: q sqrt(D) = 1.0265 eV
q = h16, s=0.3 eV: P mesh64 0.9994, erf law 0.9994
q = h16, s=0.5 eV: P mesh64 0.9594, erf law 0.9599
q = h16, s=0.7 eV: P mesh64 0.8563, erf law 0.8575
2kF = 2.06245 1/A
q-: |q| = 2.06141 1/A, D = 8.129 meV, q^2 = 32.38 eV
q+: |q| = 2.06556 1/A, D = -24.513 meV, q^2 = 32.51 eV
ring radius at q-: 0.03266 1/A = 0.2495 h16
s(eV)  q-: mesh64 cont asym | q+: mesh64 cont asym
0.1   0.5310 0.5312 0.5312 | 0.4017 0.4020 0.4010
0.2   0.5137 0.5137 0.5138 | 0.4488 0.4488 0.4486
0.3   0.5071 0.5071 0.5071 | 0.4638 0.4638 0.4637
0.4   0.5032 0.5032 0.5032 | 0.4707 0.4707 0.4706
0.5   0.5003 0.5003 0.5003 | 0.4743 0.4743 0.4743
0.6   0.4980 0.4980 0.4980 | 0.4764 0.4764 0.4763
0.7   0.4960 0.4960 0.4960 | 0.4775 0.4775 0.4774
window 0.3-0.7 eV: mean P q- 0.5009, q+ 0.4725
window 0.3-0.7 eV: spread q- 2.22 %, q+ 2.90 %
q+ maximum: s = 0.895 eV (formula 0.893 eV), P = 0.4781
Gauss N=1024 s=3 meV: P q- 0.9967, q+ 1.5e-16
tetra q- N=16: P lin 0.0569, opt 0.5679
tetra q- N=64: P lin 0.9099, opt 0.9786
tetra q- N=256: P lin 1.0138, opt 1.0158
tetra q- N=1024: P lin 0.9986, opt 0.9981
tetra q+ N=16: P lin 0.0000, opt 0.3653, |D|/2h^2 = 0.0939
tetra q+ N=32: P lin 0.0000, opt 0.0000, |D|/2h^2 = 0.3755
tetra q+ N=64: P lin 0.0000, opt 0.0000, |D|/2h^2 = 1.5019
g = 0.15 eV, omega = 20 meV
xi exact at q- = 0.005714 1/eV^2 = 4.2309 1/Ha^2
lambda_q at q-: exact 0.0695, s=0.5 eV 0.0347
lambda_q at q+: opt tetra N=64 0.0000, s=0.5 eV 0.0329
total lambda exact = 0.41650
total lambda s=0.3 eV: 0.41621, ratio to exact 0.99931
total lambda s=0.5 eV: 0.41570, ratio to exact 0.99808
total lambda s=0.7 eV: 0.41493, ratio to exact 0.99622
```
